Symmetry of cubic perovskite displacements, octahedral tilts and the choice of origin

**Problem**

A cubic perovskite ABO₃ has lattice constant a and space group Pm-3m. With the origin on B and lengths in units of a, the atoms of one cell are at

B (0,0,0), A (½,½,½), Oₓ (½,0,0), O_y (0,½,0), O_z (0,0,½).

The phonon wave vectors considered are Γ, R and M. They are given by their phases per cell (kₓ, k_y, k_z), which are (0,0,0) at Γ, (π,π,π) at R and (π,π,0) at M.

(a) Decompose the 15 displacements at Γ into irreducible representations.

(b) Do the same at R and M, with the origin on B.

(c) Find how the labels change when the origin is moved to A.

(d) Find which displacements turn the oxygen octahedra without deforming them, and label them for both origins.

(e) In a harmonic model, two atoms joined by a bond along the unit vector n, with relative displacement Δu, have the energy

½ [ l (Δu·n)² + t |Δu_⊥|² ],

where Δu_⊥ is the part of Δu normal to n. The constants, in eV/Å², are

- B–O at a/2: l = 10, t = 0.7
- A–O at a/√2: l = 0.1, t = 0.2
- O–O at a/√2: l = 1.5, t = −0.3
- O–O at a: l′ = 0.1, t′ = −0.05

The masses are 100 u for A, 50 u for B and 16 u for O. Find the energies of the tilt modes and of the T2u mode at Γ, and interpret the signs.

**Solution**

**Conventions**

The algebra is in atomic units, so a frequency ω is also a phonon energy. A displacement pattern with wave vector k is

u(R + r_s) = e_s exp(ik·R),

where R is a lattice vector, r_s is the position of atom s in the cell at the origin, and e_s is its displacement there. At Γ, R and M every phase factor is +1 or −1.

A symmetry operation g carries each atom to a new place and turns its displacement vector. Only operations that leave k unchanged up to a reciprocal lattice vector are used. They form the full cubic group O_h (48 operations) at Γ and R, and the group D₄h with axis z (16 operations) at M.

Let g carry atom s to g r_s = r_s′ + L, with L a lattice vector. The displacement found there is g e_s. In the transformed pattern it must equal e′_s′ exp(ik·L), so

e′_s′ = exp(−ik·L) g e_s.

An atom contributes to the trace of this matrix if it returns to its own sublattice, s′ = s. The character is therefore

χ(g) = tr(g) Σ_s exp[−ik·(g r_s − r_s)],

summed over the atoms for which g r_s − r_s is a lattice vector.

The matrix is a product of two factors: one permutes the sites with their phases, the other turns a vector. The displacement representation is thus the representation of the site phases times that of a vector.

The characters of the proper rotations of O_h, in the order E, 8C₃, 3C₂, 6C₄, 6C₂′, are

A1: 1, 1, 1, 1, 1
A2: 1, 1, 1, −1, −1
E: 2, −1, 2, 0, 0
T1: 3, 0, −1, 1, −1
T2: 3, 0, −1, −1, 1

For D₄h, in the order E, 2C₄, C₂, 2C₂′ (axes x and y), 2C₂″ (diagonal axes), they are

A1: 1, 1, 1, 1, 1
A2: 1, 1, 1, −1, −1
B1: 1, −1, 1, 1, −1
B2: 1, −1, 1, −1, 1
E: 2, 0, −2, 0, 0

The suffix g means that the characters repeat when a rotation is multiplied by the inversion; u means that they change sign. In O_h a vector (x,y,z) is T1u, the function xyz is A2u, and (yz,zx,xy) is T2g. In D₄h, z is A2u, (x,y) is Eu, x²−y² is B1g and xy is B2g. The last two names refer to x and y along the cubic axes; turning these axes by 45° would exchange B1 and B2.

**(a) The Γ point**

All phases are 1, so χ(g) is tr(g) times the number of sublattices that g leaves in place. A twofold rotation about z has trace −1 and keeps all five, which gives −5. A fourfold rotation about z has trace 1 and keeps A, B and O_z, which gives 3. A diagonal twofold rotation that exchanges x and y has trace −1 and keeps the same three, which gives −3. A threefold rotation has trace 0. The characters of the proper rotations are

15, 0, −5, 3, −3.

The inversion keeps all sublattices and reverses all vectors, so the characters of the improper operations are the negatives of these. Only u representations can occur. For them the proper and improper halves of the group contribute equally to the reduction formula, so it is enough to average over the 24 proper rotations:

m(T1u) = [15·3 + 3·(−5)(−1) + 6·3·1 + 6·(−3)(−1)]/24 = (45 + 15 + 18 + 18)/24 = 4,

m(T2u) = [15·3 + 3·(−5)(−1) + 6·3·(−1) + 6·(−3)·1]/24 = (45 + 15 − 18 − 18)/24 = 1.

These account for 4·3 + 3 = 15 displacements, so nothing else is present:

Γ: 4 T1u + T2u.

One combination of the four T1u sets is the uniform translation, the acoustic mode. The sets themselves can be counted by atom. A and B contribute one T1u each. The oxygen atoms contribute a T1u in which each moves along its B–O axis. Motion normal to that axis gives the fourth T1u and the T2u: for motion along z, Oₓ and O_y moving together belong to T1u, and Oₓ and O_y moving oppositely form the T2u partner that transforms as z(x²−y²).

**(b) R and M, origin on B**

At R the phase changes sign for each lattice step along x, y or z.

- B: an operation about B leaves the B atom at the origin in place, with phase 1. The displacements are T1u.
- A: the eight A atoms around B sit at (±½,±½,±½). Each change of sign of a coordinate is one lattice step, so the phases follow the sign of xyz, which is A2u. The product A2u × T1u has proper characters 3, 0, −1, −1, 1 and is even under inversion. It is T2g.
- O: the atoms at (½,0,0) and (−½,0,0) differ by one lattice step and have opposite phases. The phases on the three sublattices thus transform as x, y and z. Multiplied by a vector they form a second-rank tensor. Its trace is A1g, the remaining diagonal part is Eg, the symmetric off-diagonal part is T2g, and the antisymmetric part is T1g.

The sum is

R, origin B: A1g + Eg + T1g + 2 T2g + T1u.

The inversion gives a direct check. It has trace −3. The phases are +1 for B, −1 for A and −1 for each oxygen, with sum −3, so χ = 9. The decomposition has 12 even and 3 odd displacements, and 12 − 3 = 9.

At M the sign changes for steps along x and y, but not along z.

- B: A2u (motion along z) + Eu.
- A: the phases follow xy, which is B2g. From the table, B2g × A2u = B1u and B2g × Eu = Eu.
- O_z: the atoms at (0,0,½) and (0,0,−½) have equal phases, so the displacements are again A2u + Eu.
- Oₓ and O_y: the phases transform as (x,y). Motion along z gives (xz,yz), which is Eg. Motion in the plane gives xx+yy (A1g), xx−yy (B1g), xy+yx (B2g) and xy−yx (A2g), where the first letter is the site phase and the second the direction of motion.

Hence

M, origin B: A1g + A2g + B1g + B2g + Eg + 2 A2u + B1u + 3 Eu.

The dimension is 4 + 2 + 2 + 1 + 6 = 15.

**(c) The origin on A**

Let τ = (½,½,½) be the position of A. The operation g performed about A carries r to

g(r − τ) + τ = g r + (τ − gτ).

It is g about B followed by the translation T = τ − gτ. Every component of gτ is +½ or −½, so every component of T is 0 or 1 and T is a lattice vector. Shifting a pattern by T means u′(r) = u(r − T), which multiplies it by exp(−ik·T). The matrices for the two origins are therefore related by

D_A(g) = λ(g) D_B(g), λ(g) = exp[−ik·(τ − gτ)].

At Γ, λ = 1 and no label changes. At R, λ is −1 to the power of the number of negative components of gτ, which is how xyz transforms: λ is A2u. At M only the x and y components count, and λ is B2g.

Multiplication by A2u exchanges A1 with A2 and T1 with T2, keeps E, and exchanges g with u. This gives

R, origin A: A2u + Eu + T2u + 2 T1u + T2g.

Multiplication by B2g exchanges A1 with B2 and A2 with B1, keeps E, and leaves the parity alone:

M, origin A: A1g + A2g + B1g + B2g + Eg + A2u + 2 B1u + 3 Eu.

At M the four one-dimensional even labels are the same set as before, but each now belongs to a different pattern.

The dynamical matrix, its eigenvectors and its frequencies are untouched by this renaming. Selection rules are untouched too. A product of modes can enter the energy only if their wave vectors add up to a reciprocal lattice vector, and then the product of their factors λ is exp[−i(Σk)·T] = 1.

The comparison is between A and B because both sites have the full cubic point group. An oxygen site has only D₄h symmetry, so not every cubic operation performed about it maps the crystal onto itself.

**(d) The tilts**

Let the octahedron around the B site at R move as a rigid body, with translation v and small rotation θ, both multiplied by exp(ik·R). Let e_j be the lattice vector along axis j. The oxygen at R + e_j/2 is shared by the octahedra at R and at R + e_j. Both must give it the same displacement:

v + θ × e_j/2 = exp(ik_j) (v − θ × e_j/2).

For k_j = 0 this requires θ × e_j = 0. For k_j = π it requires v = 0 and leaves θ free. Applied to the three axes:

- Γ: θ is parallel to x, y and z at once, so θ = 0. The three rigid motions are translations of the octahedra. No tilt exists, in agreement with the absence of T1g in part (a).
- R: v = 0 and θ is arbitrary. There are three tilts.
- M: v = 0, and the z axis requires θ parallel to z. There is one tilt.

For θ along z, the displacement θ × r moves Oₓ along +y and O_y along −x, while O_z stays at rest. This is the antisymmetric combination xy−yx of part (b). Neighbouring octahedra in the xy plane turn in opposite senses. Along z, successive octahedra turn in the same sense at M (in-phase tilt) and in opposite senses at R (out-of-phase tilt). With the relabelling of part (c):

- out-of-phase tilt, R: T1g (origin B), T2u (origin A);
- in-phase tilt, M: A2g (origin B), B1g (origin A).

The change of parity at R has a simple picture. Inversion through B maps each octahedron onto one that turns in the same sense. Inversion through A exchanges the octahedra at R and (1,1,1) − R. They are separated by an odd number of lattice steps along each axis, so they turn in opposite senses.

The dynamical matrix commutes with all D(g). In a symmetry-adapted basis it therefore splits into blocks whose size is the multiplicity of a representation, with one identical block for each partner of that representation. Each tilt representation occurs once, so its eigenvector is fixed by symmetry, whatever the forces, and contains oxygen motion alone. A density functional perturbation calculation then needs one number for each tilt, the stiffness K, with ω² = K/m_O. The two T2g sets at R, by contrast, mix A and O motion in proportions that depend on the forces. In an insulator the long-range field that splits longitudinal from transverse modes near Γ depends on the direction of approach and lowers the symmetry; the labels at Γ refer to the matrix without that term.

**(e) The harmonic model**

If the bonds come from pair potentials φ(r), then l = φ″ and t = φ′/r. Zero pressure requires Σ r φ′ = Σ r² t = 0. Per cell there are 6 B–O pairs, 12 A–O pairs, 12 short O–O pairs and 9 long ones, so in units of a²

6·0.7/4 + 12·0.2/2 + 12·(−0.3)/2 + 9·(−0.05) = 1.05 + 1.20 − 1.80 − 0.45 = 0.

The constants are consistent with a lattice at zero pressure.

*In-phase tilt.* Let Oₓ move by s along y and O_y by s along −x. The energy per cell is ½K(s² + s²) = Ks². The contributions are:

- B–O: 4 pairs with motion normal to the bond, 4·½ t_BO s² = 2 t_BO s².
- A–O: 8 pairs with the bond at 45° to the motion, 8·½·½(l_AO + t_AO)s² = 2(l_AO + t_AO)s².
- Oₓ–O_y: 4 pairs. For the bond along (1,−1,0) the relative displacement has the direction (1,1,0) and squared length 2s². It is normal to the bond, as it must be for a rigid octahedron; the other three bonds are equivalent. This gives 4 t_OO s².
- Pairs with O_z: 8 pairs with one atom at rest and motion normal to the bond, 4 t_OO s².
- O–O at distance a: along x and along y the neighbours move oppositely, with relative displacement 2s. For each moving atom one of these bonds is stretched and the other turned, giving 2l′s² + 2t′s². Two atoms give 4(l′ + t′)s². Along z the neighbours move together and give nothing.

Therefore

K_M = 2t_BO + 2(l_AO + t_AO) + 8t_OO + 4(l′ + t′)
= 1.4 + 0.6 − 2.4 + 0.2 = −0.2 eV/Å².

*Out-of-phase tilt.* The one change is that neighbours along z now move oppositely, which adds 2t′s² for each of the two atoms:

K_R = K_M + 4t′ = −0.2 − 0.2 = −0.4 eV/Å².

*T2u at Γ.* Let Oₓ move by s along z and O_y by −s along z. The B–O and A–O terms are as before. The four Oₓ–O_y pairs have relative displacement 2s normal to the bond and give 8t_OO s². The eight pairs with O_z have the bond at 45° to the motion and give 2(l_OO + t_OO)s². Oxygen atoms at distance a move together. Thus

K(T2u) = 2t_BO + 2(l_AO + t_AO) + 8t_OO + 2(l_OO + t_OO)
= 1.4 + 0.6 − 2.4 + 2.4 = 2.0 eV/Å².

With m_O = 16 u, ω = √(K/m_O) gives

- R tilt: 0.01022i eV (82.5i cm⁻¹)
- M tilt: 0.00723i eV (58.3i cm⁻¹)
- Γ, T2u: 0.02286 eV

The ratios follow from the stiffnesses: 0.01022/0.00723 = 1.41 = √2, and 0.02286/0.00723 = 3.16 = √10. An imaginary energy means that the cubic structure is unstable against a small tilt. It does not tell which tilted structure is finally reached, since that depends on terms beyond second order.

The large constant l_BO is absent from both tilt stiffnesses because the tilt leaves the B–O lengths unchanged to first order in s. At fixed a they grow only as s², and the tension in the bonds turns this into the term 2t_BO. The zero-pressure condition, t_BO = −4t_AO − 4t_OO − 6t′, gives the stiffness another form:

K_M = 2l_AO − 6t_AO + 4l′ − 8t′ = 0.2 − 1.2 + 0.4 + 0.4 = −0.2 eV/Å².

Here the one negative term comes from t_AO > 0, an attraction between A and O. This does not single out one cause, because the condition ties the forces together. If t_AO is eliminated instead of t_BO, then

K_M = 1.5t_BO + 2l_AO + 6t_OO + 4l′ + t′ = 1.05 + 0.2 − 1.8 + 0.4 − 0.05 = −0.2 eV/Å²,

and the negative terms come from the repulsion between oxygen atoms.

Between M and R the condition in part (d) for a tilt about z holds for every k_z, and the same pattern with phase k_z along z has

K(k_z) = K_M + 2t′(1 − cos k_z),

because the z neighbours have squared relative displacement 2(1 − cos k_z)s². For t′ = 0 the whole line would be degenerate. Here t′ < 0, a repulsion between oxygen atoms at distance a, makes R the softer end. In a real crystal, couplings of longer range also contribute to this difference.

Numerical diagonalization of the 15 × 15 dynamical matrix gives all levels. At Γ the four T1u levels are 0, 0.01276, 0.03873 and 0.09036 eV. At R, with labels for origin B / origin A, they are in eV

- T1g / T2u: 0.01022i
- T2g / T1u: 0.00912 and 0.04216
- T1u / T2g: 0.04366
- Eg / Eu: 0.07581
- A1g / A2u: 0.09257

At M all levels except the tilt are real. The tilts are thus the only instabilities of this model at the three wave vectors.

The M level at 0.00914 eV shows why the origin must be quoted with a label. It is B1u for origin B and A2u for origin A, and it is the motion of the A atoms alone along z. The A2u levels for origin B, at 0.02181 and 0.08952 eV, are different modes, in which B and O_z move. The name "the A2u mode at M" thus picks out a single vibration for origin A, but for origin B it fits two others.
